Raman polarizability derivatives from second field differences of forces, part 2

Raman intensities need the derivatives of the polarizability α_ij with respect to the nuclear coordinates R_k (k = 1 … 3N), grouped by atom as R_A. With E the energy, G a uniform static field and F_k = −∂E/∂R_k the force,

α'_ij,k = −∂³E/∂R_k∂G_i∂G_j = ∂²F_k/∂G_i∂G_j.

Atomic units are used; repeated Cartesian indices are summed, except i ≠ j in the stencils. Primes mark coordinate derivatives; β' and γ' are the third and fourth field derivatives of the force. With field step h, unit vectors e_i and P(u) = F(u) + F(−u) − 2F(0), the diagonal, 13-point and four-corner stencils are

[F(h) − 2F(0) + F(−h)]/h² = α' + h²γ'/12 + O(h⁴),

[P(h(e_i+e_j)) − P(he_i) − P(he_j)]/(2h²) = α'_ij + h²(2γ'_iiij + 3γ'_iijj + 2γ'_ijjj)/12 + O(h⁴),

[P(h(e_i+e_j)) − P(h(e_i−e_j))]/(4h²) = α'_ij + h²(γ'_iiij + γ'_ijjj)/6 + O(h⁴).

The 13 fields are the origin, six axis and six diagonal points; a 10-point set leaves an error linear in h. Fitting A + ah² + bh⁴ at three steps gives the extrapolated value A. The geometric road differences analytic α between displaced geometries (6N Cartesian, 2(3N − 6) along modes; 36N SCF runs if α comes from dipoles).

Rotations κ_ai mix occupied (i) with virtual (a) orbitals, with coefficients C_o and C_v. The density D changes by δD = 2(C_vκC_oᵀ + C_oκᵀC_vᵀ) and the Fock matrix f by δf_ai = H_ai,bj κ_bj, H being the orbital Hessian; the SCF condition is f_ai = 0. The dipole Pulay term in the force arises because basis functions move with the nuclei.

The example is water (restricted Hartree–Fock, 6-31++G**, optimized geometry) in the yz plane, z the twofold axis. For the symmetric stretch γ'_yyyy = 711.3 au/bohr; for the antisymmetric stretch α'_yz has h² coefficient 123.03 au. For the symmetric (antisymmetric) stretch the mirror y → −y allows only primed elements with an even (odd) number of y indices; x → −x removes those with an odd number of x indices.

**Two sum rules**

Shifting all nuclei, with their basis functions, by a vector a changes E by −Qa·G for net charge Q. Thus Σ_A F_A = QG, which is linear in G, and Σ_A α'_ij,A = 0.

Rotating nuclei and field together by a small angle vector ω leaves E unchanged when the basis has complete shells. With δR_A = ω × R_A, δG = ω × G and μ(G) = −∂E/∂G,

0 = −Σ_A F_A·(ω × R_A) − μ·(ω × G) = −ω·[Σ_A R_A × F_A + G × μ],

so Σ_A R_A × F_A = μ × G. The second-order part of component k is ε_klm α_ln G_nG_m, with ε_klm the Levi-Civita symbol. Differentiating with respect to G_i and G_j puts (n, m) = (i, j) or (j, i), with l and m summed below:

Σ_A ε_klm R_Al α'_ij,Am = ε_klj α_li + ε_kli α_lj.

For k = z, i = x, j = y and diagonal α the right side is α_xx − α_yy = 5.2630 − 7.2692 = −2.0062 bohr³. The extrapolated derivatives obey the rule to 9.3 × 10⁻⁸ bohr³, and the translation rule to 8.9 × 10⁻¹⁰ bohr². The rotation rule ties the forces to the separately computed α.

**Where the noise comes from**

An SCF that stops early leaves orbitals rotated by κ from the solution, with residual g_ai = f_ai = (Hκ)_ai to first order. A further small rotation δκ changes the energy by Tr(f δD) = 4g·δκ = 4(Hκ)·δκ. Integrating from κ = 0,

δE = 2κᵀHκ = 2gᵀH⁻¹g.

The force expression has no such stationarity. Its first-order change is some vector b times κ, δF = bᵀH⁻¹g. Doubling a random residual in water multiplies the force error by 1.999 and the energy error by 4.000. A convergence threshold on the energy therefore controls the force error as its square root.

The noise model is that each run carries its own random g, with independent components of rms size δ and zero mean. Then δF has zero mean and standard deviation σ = δ|H⁻¹b|. For δ = 10⁻⁸ Eh the sampled σ is 7.79 × 10⁻⁹ Eh/bohr along the symmetric stretch and 8.01 × 10⁻⁹ along the antisymmetric one (600 draws, a scatter of about 3 %; δ|H⁻¹b| itself gives 7.77 × 10⁻⁹ and 8.13 × 10⁻⁹). An error that is a smooth function of the field, e₀ + e₁G + e₂G²/2, behaves differently: the second difference cancels e₀ and e₁ and returns e₂ with no factor 1/h². The optimum below does not apply to that part, and in a deterministic SCF that part can dominate. For water, DIIS runs from one starting guess at G_y = −h, 0 and +h, stopped at the same residual threshold, give force errors along the symmetric stretch that are equal at ±h by the mirror and within about 3 % of the zero-field error. At h = 0.004 au and rms residuals from 4 × 10⁻⁹ to 7 × 10⁻⁶ Eh the resulting error in α'_yy is 17 to 53 times smaller than √6σ/h². The independent-noise model describes runs whose errors do not cancel in this way, and the numbers below refer to that model.

For a stencil Σ_n w_nF_n/h² with independent errors of equal σ, the cross terms average to zero and the variance is σ²Σ_n w_n²/h⁴. The weights give

diagonal (1, −2, 1): Σw² = 6, gain √6;
13-point off-diagonal (six of size ½, one of size 1): Σw² = 6/4 + 1 = 10/4, gain √10/2;
four corners (four of size ¼): Σw² = 4/16, gain ½.

Sampling with real perturbed orbitals at h = 0.004 au gives 1.559 for the second (formula 1.581) and 0.566 for the third (formula 0.500). The last is 13 % above the formula, a larger deviation than any other in these samples. A dependence of σ on the field does not explain it: evaluated from δ|H⁻¹b|, σ at the four corner fields differs from its zero-field value by only 1 %, and the gain stays at 0.500. The deviation is consistent with scatter from the finite number of draws: with 150 draws the standard error of a sampled rms value is about 6 %, so 13 % is about two standard errors, for the largest of seven sampled values.

**The best field**

Write the bias as ah² and the noise as b/h², with b the gain times σ. The noise has zero mean, so the mean square error is the sum

M(h) = a²h⁴ + b²/h⁴.

Setting dM/dh = 4a²h³ − 4b²/h⁵ to zero gives h⁸ = b²/a². At that point each term equals |a|b:

h* = (b/|a|)^(1/4),  rms error = (2|a|b)^(1/2).

For a diagonal element a = γ'/12 and b = √6σ, so h⁸ = 6 × 144 σ²/γ'² and 2|a|b = √6σ|γ'|/6:

h* = 864^(1/8) (σ/|γ'|)^(1/4),  rms error = (σ|γ'|/√6)^(1/2),

with 864^(1/8) = 2.3284. The result is leading order in h: it needs the h⁴ bias to be small beside the h² bias at h*, which fails if a is accidentally near zero or σ is large.

For α'_yy of the symmetric stretch, σ/γ' = 7.79 × 10⁻⁹/711.3 = 1.095 × 10⁻¹¹, whose fourth root is 1.819 × 10⁻³. Then h* = 2.3284 × 1.819 × 10⁻³ = 0.00424 au, or 0.218 V/Å. The error is (7.79 × 10⁻⁹ × 711.3/2.449)^(1/2) = 1.50 × 10⁻³ bohr², which is 0.019 % of α'_yy.

With x = h/h*, M = |a|b(x⁴ + x⁻⁴), so the error relative to its minimum is [(x⁴ + x⁻⁴)/2]^(1/2). It is symmetric under x → 1/x and equals 1.46 at x = √2 and 2.83 at x = 2. The sampled and predicted rms errors, in 10⁻³ bohr², are

h = 0.00212: 4.46 and 4.26
h = 0.00299: 2.17 and 2.19
h = 0.00424: 1.47 and 1.50
h = 0.00599: 2.15 and 2.19
h = 0.00847: 4.27 and 4.26

Of these five steps, h* gives the smallest sampled error. For α'_yz of the antisymmetric stretch, b = 1.581 × 8.01 × 10⁻⁹ = 1.27 × 10⁻⁸ and a = 123.03 give h* = 0.00319 au and an error of 1.77 × 10⁻³ bohr². A common step of 0.004 au has x = 1.25 for this element and raises its error by about 20 % over the minimum. A residual 100 times larger scales σ by 100, by the linear law, so the formulas move the first optimum to 0.01339 au and its error to 1.50 × 10⁻² bohr²; these two values are scaled, not sampled. Within this noise model, with h re-optimized and no extrapolation in h², each further digit of α' costs two digits in the orbital-gradient residual, which is four digits in the energy error.

**From α' to Raman activities**

In the Placzek picture the incident frequency lies far below electronic excitations, and here it is set to zero, which is all a static field can supply; the method says nothing about resonance. In the double-harmonic approximation the modes are harmonic and α is linear in the normal coordinate Q. If L is a unit eigenvector of the mass-weighted Hessian, the displacements are δR_k = L_kQ/√m_k, and the chain rule gives

t_ij = ∂α_ij/∂Q = Σ_k α'_ij,k L_k/√m_k.

For incident polarization n and detected polarization n or m ⊥ n, the intensities are proportional to the orientation averages of (nᵀtn)² and (mᵀtn)². Isotropy requires ⟨n_in_jn_kn_l⟩ = c(δ_ijδ_kl + δ_ikδ_jl + δ_ilδ_jk), and contracting i with j and k with l gives 1 = c(9 + 3 + 3). Hence

⟨(nᵀtn)²⟩ = [(Tr t)² + 2Tr t²]/15.

Averaging mmᵀ over the plane normal to n gives (1 − nnᵀ)/2, and ⟨nᵀt²n⟩ = Tr t²/3, so

⟨(mᵀtn)²⟩ = ½{Tr t²/3 − [(Tr t)² + 2Tr t²]/15} = [3Tr t² − (Tr t)²]/30.

Define ā = Tr t/3 and Δ² = (3/2)Tr(t − ā1)², so that Tr t² = 3ā² + 2Δ²/3. The averages become (15ā² + 4Δ²/3)/15 = (45ā² + 4Δ²)/45 and 2Δ²/30 = 3Δ²/45. The activity is 45 times their sum and the depolarization ratio is their quotient:

S = 45ā² + 7Δ²,  ρ = 3Δ²/(45ā² + 4Δ²).

Average atomic masses and the 13 fields at h = 0.004 au give the following, with ā in Å² u^(−1/2) and Δ², S in Å⁴/u. For the bend at 1729 cm⁻¹, ā = −0.0947 and Δ² = 0.4113, so S = 0.404 + 2.879 = 3.283 and ρ = 0.602. For the symmetric stretch at 4150 cm⁻¹, ā = 1.1511 and Δ² = 2.8263, so S = 59.63 + 19.78 = 79.41 and ρ = 8.479/70.93 = 0.1195. For the antisymmetric stretch at 4272 cm⁻¹ the mirror rule removes every diagonal element, in α' and in the bias γ'_iiii alike, so ā = 0, ρ = 3/4 and S = 7 × 5.4554 = 38.19.

The geometric road gives 3.283, 79.39 and 38.16. For the antisymmetric stretch the x mirror also removes the xy and xz elements, so S is proportional to the square of t_yz and its relative error is twice that of α'_yz: 2 × 0.00197/5.0132 = 0.08 %, matching (38.188 − 38.158)/38.158. These digits measure the agreement of two numerical roads to the same Hartree–Fock quantity, not the accuracy of that quantity. The values are far from the basis-set limit. At the same geometry and along the same modes, aug-cc-pVTZ moves α_xx, α_yy, α_zz from 5.26, 7.27, 5.72 to 7.67, 8.93, 8.17 bohr³. It moves the activities of bend, symmetric and antisymmetric stretch from 3.28, 79.4, 38.2 to 0.86, 87.1, 24.8 Å⁴/u, and ρ of the bend and the symmetric stretch from 0.60 and 0.12 to 0.74 and 0.07. The numerical check tests the force in a field, the agreement of the two roads, the bias coefficients, the sum rules, the noise gains and the diagonal optimum. The orientation averages, the count of 13, the off-diagonal optimum and the scaled values rest on the derivations above.

Computed values

```
basis functions 30; r(OH) = 1.7821 bohr; angle = 107.09 deg; E = -76.031035 Eh
alpha xx yy zz (bohr^3): 5.2630 7.2692 5.7161
fields h = 0.004, 0.008, 0.012 au; geometry step = 0.001 bohr; 1 au field = 51.422 V/A
force in field vs energy difference, max error = 1.6e-07 Eh/bohr
runs used here: 13 fields, 18 displaced geometries
N=3: fields 13; modes 2(3N-6)=6; 6N=18; 36N=108
N=4: fields 13; modes 2(3N-6)=12; 6N=24; 36N=144
N=5: fields 13; modes 2(3N-6)=18; 6N=30; 36N=180
N=12: fields 13; modes 2(3N-6)=60; 6N=72; 36N=432
N=50: fields 13; modes 2(3N-6)=288; 6N=300; 36N=1800
largest |alpha'| = 5.0136 bohr^2
max |field - geometric| (bohr^2): h=0.004: 2.06e-03; extrapolated: 1.5e-06
max error without dipole Pulay term = 5.197 bohr^2
sum rules: translation 8.9e-10 bohr^2; rotation 9.3e-08 of 2.0062 bohr^3
sym stretch unit vector (Oz, H1y, H1z): -0.0493 0.5878 0.3915
anti stretch unit vector (Oy, H1y, H1z): -0.0715 0.5673 0.4191
sym force at G_y = -h, 0, +h (Eh/bohr): 0.0000616928 -0.0000001985 0.0000616928
sym alpha'_yy (bohr^2): h=0.004: 7.73642; extrap 7.73547; geom 7.73547
sym alpha'_xx, alpha'_zz geom (bohr^2): 0.65119 4.21444
anti alpha'_yz (bohr^2): 13-pt 5.01517; corners 5.01517; geom 5.01320
sym gamma'_yyyy, zzzz, yyzz (au/bohr): 711.3 262.1 391.6
anti gamma'_yyyz, yzzz (au/bohr): 500.7 237.5
h^2 coefficient sym yy (au): from gamma' 59.27; force fit 59.25
h^2 coefficient sym zz (au): from gamma' 21.84; force fit 21.84
h^2 coefficient sym yz (au): from gamma' 97.90; force fit 97.87
h^2 coefficient anti yz (au): from gamma' 123.03; force fit 122.99
sym beta'_yyz = -37.188 au/bohr
forbidden sym alpha'_yz (bohr^2): 13-pt 1.57e-03; corners 1e-08
same, 10-pt -7.2845e-02; linear term -7.4375e-02; with h^2 term -7.2809e-02
bend: 1729.2 cm^-1; abar' -0.0947 A^2/u^.5; Delta'^2 0.4113 A^4/u
bend: activity field 3.283, geom 3.283 A^4/u; rho 0.6023
sym: 4149.8 cm^-1; abar' 1.1511 A^2/u^.5; Delta'^2 2.8263 A^4/u
sym: activity field 79.406, geom 79.387 A^4/u; rho 0.1195
anti: 4271.5 cm^-1; abar' -0.0000 A^2/u^.5; Delta'^2 5.4554 A^4/u
anti: activity field 38.188, geom 38.158 A^4/u; rho 0.7500
doubling the SCF residual: force error x1.999, energy error x4.000
residual rms 1e-08 Eh: sigma sym 7.79e-09, anti 8.01e-09 Eh/bohr
864^(1/8) = 2.3284; h* = 0.00424 au = 0.218 V/A
best rms = 1.50e-03 bohr^2 = 0.019 % of alpha'_yy
h = 0.00212 au: rms sampled 4.46e-03, formula 4.26e-03 bohr^2
h = 0.00299 au: rms sampled 2.17e-03, formula 2.19e-03 bohr^2
h = 0.00424 au: rms sampled 1.47e-03, formula 1.50e-03 bohr^2
h = 0.00599 au: rms sampled 2.15e-03, formula 2.19e-03 bohr^2
h = 0.00847 au: rms sampled 4.27e-03, formula 4.26e-03 bohr^2
noise gain off-diagonal: 13-pt 1.559 (formula 1.581); corners 0.566 (formula 0.500)
anti yz: h* = 0.00319 au; best rms = 1.77e-03 bohr^2
residual x100: sym h* = 0.01339 au; best rms = 1.50e-02 bohr^2
```
